\section*{Ultrasoft Wannier functions: S-orthonormality and moments of the augmented density}

\section*{Setting}

Hartree atomic units are used. A crystal is described in a Born--von K\'arm\'an supercell of $N$ cells with lattice vectors $\mathbf R$; $\mathbf k$ runs over the $N$ mesh points, and a bracket without a subscript is an integral over the supercell. One ultrasoft atom per cell sits at $\boldsymbol\tau$ (further atoms add a site index). It carries localized projectors $\beta_i^{\mathbf R}(\mathbf r)=\beta_i(\mathbf r-\boldsymbol\tau-\mathbf R)$ and localized augmentation functions with $Q_{ij}=Q_{ji}^*$. The density operator and the overlap operator are
\begin{equation}
K(\mathbf r)=|\mathbf r\rangle\langle\mathbf r|+\sum_{\mathbf R,ij}Q_{ij}(\mathbf r-\boldsymbol\tau-\mathbf R)|\beta_i^{\mathbf R}\rangle\langle\beta_j^{\mathbf R}|,\qquad S=\int K\,d\mathbf r .
\end{equation}
$K(\mathbf r)$ is Hermitian because $Q_{ij}=Q_{ji}^*$, and $S$ is assumed positive definite. The moments of $Q_{ij}(\mathbf y)$ with weights $1$, $\mathbf y$, $y^2$ are $q_{ij}$, $\mathbf d_{ij}$, $s_{ij}$. The states of $J$ isolated bands of $H\psi^0=\varepsilon S\psi^0$ are normalized to $\langle\psi^0_{m\mathbf k}|S|\psi^0_{n\mathbf k}\rangle=N\delta_{mn}$. A gauge is a set of unitary matrices, $\psi_{n\mathbf k}=\sum_m\psi^0_{m\mathbf k}U_{mn}(\mathbf k)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$. Finally
\begin{equation}
w_{n\mathbf R}=\frac1N\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k},\qquad
K_{\mathbf b}=\int K(\mathbf r)e^{-i\mathbf b\cdot\mathbf r}d\mathbf r,\qquad P_{i,n\mathbf k}=\langle\beta_i^{\mathbf 0}|\psi_{n\mathbf k}\rangle,
\end{equation}
where $\mathbf b$ is a difference of mesh points, so that $e^{-i\mathbf b\cdot\mathbf r}$ has the period of the supercell.

\section*{(a) Bloch matrix elements}

\emph{Find which states $K_{\mathbf b}$ connects, and evaluate the matrix element.}

\textbf{Solution.} Let $T_{\mathbf R}|\mathbf r\rangle=|\mathbf r+\mathbf R\rangle$. Then $T_{\mathbf R}^\dagger|\beta^{\mathbf R'}\rangle=|\beta^{\mathbf R'-\mathbf R}\rangle$, and relabelling $\mathbf R'-\mathbf R\to\mathbf R'$ gives $T_{\mathbf R}^\dagger K(\mathbf r)T_{\mathbf R}=K(\mathbf r-\mathbf R)$. Shifting the integration variable gives $T_{\mathbf R}^\dagger K_{\mathbf b}T_{\mathbf R}=e^{-i\mathbf b\cdot\mathbf R}K_{\mathbf b}$. A Bloch state obeys $T_{\mathbf R}\psi_{\mathbf k}=\psi_{\mathbf k}(\mathbf r-\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}$, so
\begin{equation}
\left[e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}-e^{-i\mathbf b\cdot\mathbf R}\right]\langle\psi_{m\mathbf k}|K_{\mathbf b}|\psi_{n\mathbf k'}\rangle=0\quad\text{for all }\mathbf R .
\end{equation}
The element vanishes unless $\mathbf k'=\mathbf k+\mathbf b$ modulo $\mathbf G$. For that $\mathbf k'$ the first term of $K$ gives $\int u^*_{m\mathbf k}u_{n,\mathbf k+\mathbf b}$, which is $N$ times a cell integral. In the second term $\langle\beta_j^{\mathbf R}|\psi_{n,\mathbf k+\mathbf b}\rangle=e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}P_{j,n,\mathbf k+\mathbf b}$, the bra gives $e^{-i\mathbf k\cdot\mathbf R}P^*_{i,m\mathbf k}$, and the integral over $Q_{ij}$ gives $e^{-i\mathbf b\cdot\mathbf R}Q_{ij}(\mathbf b)$ with $Q_{ij}(\mathbf b)=\int Q_{ij}(\mathbf r-\boldsymbol\tau)e^{-i\mathbf b\cdot\mathbf r}d\mathbf r$. The three phases cancel and all $N$ cells contribute equally. The element is $NM_{mn}(\mathbf k,\mathbf b)$ with
\begin{equation}
M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle_{\rm cell}+\sum_{ij}Q_{ij}(\mathbf b)P^*_{i,m\mathbf k}P_{j,n,\mathbf k+\mathbf b}.
\label{M}
\end{equation}
Since $K_{\mathbf 0}=S$, $M(\mathbf k,\mathbf 0)=U^\dagger U=1$. Since $K_{\mathbf b}^\dagger=K_{-\mathbf b}$, $M(\mathbf k,\mathbf b)^\dagger=M(\mathbf k+\mathbf b,-\mathbf b)$.

\section*{(b) Overlaps between cells}

\emph{Evaluate $\langle w_{m\mathbf R}|K_{\mathbf b}|w_{n\mathbf R'}\rangle$, and from it the overlaps with and without $S$.}

\textbf{Solution.} Of the double sum over $\mathbf k,\mathbf k'$, part (a) leaves the terms $\mathbf k'=\mathbf k+\mathbf b$:
\begin{equation}
\langle w_{m\mathbf R}|K_{\mathbf b}|w_{n\mathbf R'}\rangle=\frac1N\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}e^{-i(\mathbf k+\mathbf b)\cdot\mathbf R'}M_{mn}(\mathbf k,\mathbf b).
\label{master}
\end{equation}
At $\mathbf b=0$, $M=1$ and $\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}=N\delta_{\mathbf R\mathbf R'}$, hence
\begin{equation}
\langle w_{m\mathbf R}|S|w_{n\mathbf R'}\rangle=\delta_{mn}\delta_{\mathbf R\mathbf R'} .
\end{equation}
This is exact for every $N$ and every unitary gauge, smooth or not; localization was not used. With $p^{\mathbf R}_{in}=\langle\beta_i^{\mathbf R}|w_{n\mathbf 0}\rangle$ and $\langle\beta_j^{\mathbf R'}|w_{n\mathbf R}\rangle=p^{\mathbf R'-\mathbf R}_{jn}$, subtracting the projector part of $S$ gives the bare overlap
\begin{equation}
\langle w_{m\mathbf 0}|w_{n\mathbf R}\rangle=\delta_{mn}\delta_{\mathbf R\mathbf 0}-\sum_{\mathbf R',ij}q_{ij}\,p^{\mathbf R'*}_{im}p^{\mathbf R'-\mathbf R}_{jn},
\label{bare}
\end{equation}
which is in general nonzero between two functions that project on the same atom. For $q=0$ ordinary orthonormality returns.

\section*{(c) The augmented density}

\emph{Write out $\rho_n(\mathbf r)=\langle w_{n\mathbf 0}|K(\mathbf r)|w_{n\mathbf 0}\rangle$, find its norm, and relate it to $M_{nn}$.}

\textbf{Solution.} Directly, $\rho_n=|w_{n\mathbf 0}|^2+\sum_{\mathbf R,ij}Q_{ij}(\mathbf r-\boldsymbol\tau-\mathbf R)p^{\mathbf R*}_{in}p^{\mathbf R}_{jn}$. It is real because $K$ is Hermitian, and $\int\rho_n=\langle w_{n\mathbf 0}|S|w_{n\mathbf 0}\rangle=1$. It is non-negative if the matrix $Q(\mathbf y)$ is positive semidefinite at each $\mathbf y$, which the definition does not require. The condition is sufficient only, and the usual construction from all-electron and pseudo partial waves, $Q_{ij}=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j$, normally violates it: each $2\times2$ principal minor equals $-|\phi_i\tilde\phi_j-\phi_j\tilde\phi_i|^2$, so $Q(\mathbf y)$ is indefinite wherever one of these is nonzero. Equation~(\ref{master}) with $m=n$, $\mathbf R=\mathbf R'=0$ reads
\begin{equation}
Z_n(\mathbf b)\equiv\frac1N\sum_{\mathbf k}M_{nn}(\mathbf k,\mathbf b)=\int\rho_n(\mathbf r)e^{-i\mathbf b\cdot\mathbf r}d\mathbf r ,
\label{Z}
\end{equation}
again exact for any mesh and gauge. As $\rho_n$ is real, ${\rm Im}\,Z_n=-\int\rho_n\sin\mathbf b\cdot\mathbf r$ and $1-{\rm Re}\,Z_n=\int\rho_n(1-\cos\mathbf b\cdot\mathbf r)$.

\section*{(d) Marzari--Vanderbilt centres and spreads}

\emph{Take nearest-shell vectors in $\pm\mathbf b$ pairs with $\sum_{\mathbf b}w_bb_\alpha b_\beta=\delta_{\alpha\beta}$, and $\phi_n={\rm Im}\ln M_{nn}$ on the principal branch. The Marzari--Vanderbilt (MV) expressions are}
\begin{equation}
\bar{\mathbf r}_n=-\frac1N\sum_{\mathbf k,\mathbf b}w_b\mathbf b\,\phi_n,\qquad
\langle r^2\rangle_n=\frac1N\sum_{\mathbf k,\mathbf b}w_b\left[1-|M_{nn}|^2+\phi_n^2\right],
\end{equation}
\emph{with spread $\Omega_n=\langle r^2\rangle_n-\bar r_n^2$. Determine what they measure, under which conditions, and with what error.}

\textbf{Solution.} Assume a gauge that is periodic and analytic in $\mathbf k$ and does not depend on $N$. Then $w_{n\mathbf 0}$ decays exponentially, its moments taken over a supercell centred on it converge exponentially with the linear size of the supercell, and $M_{nn}$ has a Taylor series in $\mathbf b$. A group of bands with a nonzero Chern number has no such gauge and is excluded. Write $M_{nn}=1-i\mathbf b\cdot\mathbf A_n(\mathbf k)+O(b^2)$. To first order, $M_{nn}(\mathbf k,\mathbf b)^*=M_{nn}(\mathbf k+\mathbf b,-\mathbf b)$ reads $1+i\mathbf b\cdot\mathbf A_n^*=1+i\mathbf b\cdot\mathbf A_n$, so $\mathbf A_n$ is real. Therefore $M_{nn}=1+\eta+i\xi$ with real $\xi=O(b)$ and $\eta=O(b^2)$, and
\begin{align}
\phi_n&=\arctan\frac{\xi}{1+\eta}=\xi+O(b^3),\qquad \phi_n^2=\xi^2+O(b^4),\\
1-|M_{nn}|^2+\phi_n^2&=-2\eta-\eta^2-\xi^2+\xi^2+O(b^4)=2(1-{\rm Re}\,M_{nn})+O(b^4).
\end{align}
Both leading terms are linear in $M_{nn}$, so Eq.~(\ref{Z}) applies after the average over $\mathbf k$. The weights scale as $b^{-2}$, so the remainders contribute $O(b^2)$:
\begin{align}
\bar{\mathbf r}_n&=\int\rho_n\sum_{\mathbf b}w_b\mathbf b\sin\mathbf b\cdot\mathbf r\;d\mathbf r+O(b^2)=\int\mathbf r\rho_n\,d\mathbf r+O(b^2),\\
\langle r^2\rangle_n&=\int\rho_n\sum_{\mathbf b}2w_b(1-\cos\mathbf b\cdot\mathbf r)\,d\mathbf r+O(b^2)=\int r^2\rho_n\,d\mathbf r+O(b^2).
\end{align}
The last steps use $\sin t=t+O(t^3)$, $2(1-\cos t)=t^2-t^4/12+\dots$ and the shell condition in the forms $\sum w_b\mathbf b(\mathbf b\cdot\mathbf r)=\mathbf r$, $\sum w_b(\mathbf b\cdot\mathbf r)^2=r^2$. The MV quantities thus equal the first and second moments of $\rho_n$ in the limit $b\to0$; on a finite mesh they differ from them by $O(b^2)$. In a gauge with random phases $\xi$ is not small and the expansion fails, although Eq.~(\ref{Z}) still holds.

In one dimension $w_b=1/(2b^2)$, and the linear form $2(1-{\rm Re}\,Z_n)/b^2=\langle x^2\rangle-b^2\langle x^4\rangle/12+\dots$ has an error that grows with distance from the origin. The logarithmic spread is free of this. Expanding the square and using the definition of $\bar{\mathbf r}_n$ and the shell condition gives $N^{-1}\sum w_b(\phi_n+\mathbf b\cdot\bar{\mathbf r}_n)^2=N^{-1}\sum w_b\phi_n^2-2\bar r_n^2+\bar r_n^2$, so
\begin{equation}
\Omega_n=\frac1N\sum_{\mathbf k,\mathbf b}w_b\left[1-|M_{nn}|^2+(\phi_n+\mathbf b\cdot\bar{\mathbf r}_n)^2\right].
\end{equation}
The gauge change $\psi_{n\mathbf k}\to e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}$ moves $w_{n\mathbf 0}$ to $w_{n\mathbf R}$ and sends $\phi_n\to\phi_n-\mathbf b\cdot\mathbf R$. As long as no phase crosses the branch cut at $\pm\pi$, $\bar{\mathbf r}_n\to\bar{\mathbf r}_n+\mathbf R$ and $\Omega_n$ is unchanged, exactly, on any mesh.

\section*{(e) Explicit moments and the Berry connection}

\emph{Express the two moments through $q$, $\mathbf d$, $s$; find what is lost if $Q_{ij}(\mathbf b)$ is replaced by $q_{ij}e^{-i\mathbf b\cdot\boldsymbol\tau}$; and derive $\mathbf A_n$.}

\textbf{Solution.} With $\mathbf X=\boldsymbol\tau+\mathbf R$ and $\mathbf r=\mathbf X+\mathbf y$, so that $r^2=X^2+2\mathbf X\cdot\mathbf y+y^2$,
\begin{align}
\int\mathbf r\rho_n&=\int\mathbf r|w_{n\mathbf 0}|^2+\sum_{\mathbf R,ij}(\mathbf Xq_{ij}+\mathbf d_{ij})p^{\mathbf R*}_{in}p^{\mathbf R}_{jn},\label{m1}\\
\int r^2\rho_n&=\int r^2|w_{n\mathbf 0}|^2+\sum_{\mathbf R,ij}(X^2q_{ij}+2\mathbf X\cdot\mathbf d_{ij}+s_{ij})p^{\mathbf R*}_{in}p^{\mathbf R}_{jn}.\label{m2}
\end{align}
The replacement corresponds to $Q_{ij}(\mathbf y)=q_{ij}\delta(\mathbf y)$, which has $\mathbf d=s=0$. It keeps $S$ and the norm, and drops the $\mathbf d$ and $s$ terms; these are independent of $b$ and survive a denser mesh.

For $\mathbf A_n$, expand Eq.~(\ref{M}) to first order (labels $n\mathbf k$ suppressed). One has $Q_{ij}(\mathbf b)=q_{ij}-i\mathbf b\cdot(\boldsymbol\tau q_{ij}+\mathbf d_{ij})$, and from $P_j=\langle\beta_j^{\mathbf 0}|e^{i\mathbf k\cdot\mathbf r}u\rangle$ follows $\partial_{\mathbf k}P_j=i\langle\beta_j^{\mathbf 0}|\mathbf r|\psi\rangle+\langle\beta_j^{\mathbf 0}|e^{i\mathbf k\cdot\mathbf r}\partial_{\mathbf k}u\rangle$. Define $\langle u|S_{\mathbf k}|v\rangle=\langle u|v\rangle_{\rm cell}+\sum q_{ij}P_i^*\langle\beta_j^{\mathbf 0}|e^{i\mathbf k\cdot\mathbf r}v\rangle$. The coefficient of $\mathbf b$ in $M_{nn}$ is $\langle u|S_{\mathbf k}|\partial_{\mathbf k}u\rangle+i\sum q_{ij}P_i^*\langle\beta_j^{\mathbf 0}|\mathbf r|\psi\rangle-i\sum(\boldsymbol\tau q_{ij}+\mathbf d_{ij})P_i^*P_j$, and it equals $-i\mathbf A_n$. Multiplying by $i$,
\begin{equation}
\mathbf A_n=i\langle u|S_{\mathbf k}|\partial_{\mathbf k}u\rangle-\sum_{ij}q_{ij}P_i^*\langle\beta_j^{\mathbf 0}|\mathbf r-\boldsymbol\tau|\psi\rangle+\sum_{ij}\mathbf d_{ij}P_i^*P_j .
\label{berry}
\end{equation}
Comparing first orders in Eq.~(\ref{Z}), the zone average of $\mathbf A_n$ is $\int\mathbf r\rho_n$. The sum of centres that enters the electronic polarization therefore needs all three terms.

\section*{(f) The gauge-invariant spread}

\emph{Find the limit of $\Omega_I=N^{-1}\sum_{\mathbf k,\mathbf b}w_b\,(J-\sum_{mn}|M_{mn}|^2)$ and decide whether it must be non-negative.}

\textbf{Solution.} A gauge change sends $M\to U^\dagger(\mathbf k)MU(\mathbf k+\mathbf b)$, which leaves ${\rm Tr}\,M^\dagger M$ unchanged, so $\Omega_I$ is invariant on any mesh. Squaring Eq.~(\ref{master}) at $\mathbf R'=0$ and summing over $\mathbf R$ with $\sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=N\delta_{\mathbf k\mathbf k'}$ gives
\begin{equation}
\frac1N\sum_{\mathbf k}|M_{mn}|^2=\sum_{\mathbf R}|\langle w_{m\mathbf R}|K_{\mathbf b}|w_{n\mathbf 0}\rangle|^2 .
\end{equation}
Define $\mathbf r_K=\int\mathbf rK$ and $(r^2)_K=\int r^2K$, acting on localized functions. The diagonal term is $|Z_n|^2=1-\int(\mathbf b\cdot\mathbf r)^2\rho_n+(\mathbf b\cdot\int\mathbf r\rho_n)^2+O(b^4)$. By part (b) the other elements start at $-i\mathbf b\cdot\langle w_{m\mathbf R}|\mathbf r_K|w_{n\mathbf 0}\rangle$; the $O(b^3)$ terms of their squares are odd in $\mathbf b$ and cancel within each pair. Hence
\begin{equation}
\Omega_I=\sum_n\Big[\int r^2\rho_n-\sum_{m\mathbf R}|\langle w_{m\mathbf R}|\mathbf r_K|w_{n\mathbf 0}\rangle|^2\Big]+O(b^2).
\label{OI}
\end{equation}
In the limit, $\Omega-\Omega_I$ with $\Omega=\sum_n\Omega_n$ is the sum of the squares with $m\mathbf R\neq n\mathbf 0$, so $\Omega\ge\Omega_I$.

All Bloch states together are $S$-orthonormal and complete, so $S^{-1}=\Pi+\Pi'$ with $\Pi=\sum_{m\mathbf R}|w_{m\mathbf R}\rangle\langle w_{m\mathbf R}|$ and $\Pi'\ge0$ the same sum over the other bands. Inserting $\Pi=S^{-1}-\Pi'$,
\begin{equation}
\Omega_I\to\sum_n\langle\mathbf r_K\cdot\Pi'\mathbf r_K\rangle_n+\Delta,\qquad
\Delta=\sum_n\langle(r^2)_K-\mathbf r_K\cdot S^{-1}\mathbf r_K\rangle_n ,
\end{equation}
with expectation values in $w_{n\mathbf 0}$. The interband term is non-negative. Without augmentation $\Delta=\langle r^2-\mathbf r\cdot\mathbf r\rangle=0$. With it, $\Delta$ measures the failure of the all-band $M$ to be unitary: in one dimension $K_b=S-ibx_K-\tfrac12b^2(x^2)_K+\dots$ gives $K_b^\dagger S^{-1}K_b=S+b^2[x_KS^{-1}x_K-(x^2)_K]+O(b^3)$, the first-order terms $\pm ibx_K$ cancelling. If $K(\mathbf r)\ge0$ everywhere, take $Y=S^{-1}x_K$ for each Cartesian component:
\begin{equation}
0\le\int(x-Y^\dagger)K(x-Y)\,d\mathbf r=(x^2)_K-2x_KS^{-1}x_K+x_KS^{-1}SS^{-1}x_K ,
\end{equation}
so $\Delta\ge0$ and $\Omega_I\ge0$. Otherwise neither sign is secured, as part (g) shows.

\section*{(g) Dependence on the shape of $Q$}

\emph{Change $Q_{ij}$ at fixed $q$, $\mathbf d$ and fixed $H$, so that $s\to s+\delta s$. Find the change of centres, spreads and minimizing gauge as $b\to0$.}

\textbf{Solution.} $S$ depends on $q$ alone, so the states stay. By Eqs.~(\ref{m1}) and (\ref{m2}) the centres stay and $\delta\Omega_n=\sum_{\mathbf R,ij}\delta s_{ij}p^{\mathbf R*}_{in}p^{\mathbf R}_{jn}$. Since $p^{\mathbf R}_{in}=N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}P_{i,n\mathbf k}$, the sum over $\mathbf R$ gives $\delta\Omega=N^{-1}\sum_{\mathbf k,n,ij}\delta s_{ij}P^*_{i,n\mathbf k}P_{j,n\mathbf k}$, a trace over $n$ that no unitary $U$ alters. The operator $\mathbf r_K=\mathbf r+\sum(\mathbf Xq+\mathbf d)|\beta\rangle\langle\beta|$ does not contain $s$, so $\delta\Omega=\delta\Omega_I=\delta\Delta$ and the gauge that minimizes $\Omega$ is unchanged. If $Q(\mathbf y)$ is not required to be positive semidefinite, $\delta s$ can be made as negative as desired at fixed $q$ and $\mathbf d$, and for bands that project on the $\beta_i$ it then makes $\Delta$ and $\Omega_I$ negative; by part (f) this cannot happen for a positive semidefinite $Q$.

In three dimensions write $Q_{ij}=\sum_{LM}Q^{LM}_{ij}(y)Y_{LM}$. A pseudization that conserves multipoles fixes $\int y^{L+2}Q^{LM}dy$; $L=0$ fixes $q$ and $L=1$ fixes $\mathbf d$. The weight $y^2$ is spherical, so $s_{ij}=\sqrt{4\pi}\int y^4Q^{00}_{ij}dy$, which is not among the fixed integrals. The spread belongs to the $Q$ used. In a self-consistent calculation the screened coefficients in $H$ also depend on $Q$, and the states change as well.

\section*{(h) A model chain}

\emph{Evaluate the results for this chain with round parameters. The period is $a=6$ bohr. Wells $-V_0e^{-(x-x_I)^2/2\sigma_V^2}$ with $V_0=3$ Ha, $\sigma_V=0.7$ bohr sit at $\tau=1.5$ and $x_B=4.0$ bohr. The first carries $\beta_s=(\pi\sigma_\beta^2)^{-1/4}e^{-y^2/2\sigma_\beta^2}$, $\beta_p=\sqrt2(y/\sigma_\beta)\beta_s$, $\sigma_\beta=0.5$ bohr, and a nonlocal term $\sum D_{ii}|\beta_i\rangle\langle\beta_i|$ with $D_{ss}=-1.0$, $D_{pp}=-0.2$ Ha. With $g$ a unit-area Gaussian of standard deviation $\sigma=0.4$ bohr, $Q_{ss}=q_{ss}g$, $Q_{pp}=q_{pp}(y/\sigma)^2g$, $Q_{sp}=Q_{ps}=d\,(y/\sigma^2)g$, where $q_{ss}=0.6$, $q_{pp}=0.4$, $d=0.15$ bohr.}

\textbf{Solution.} Gaussian moments give $s_{ss}=q_{ss}\sigma^2=0.096$ and $s_{pp}=3q_{pp}\sigma^2=0.192$ bohr$^2$. The matrix $Q(y)$ is semidefinite because $d^2=0.0225\le q_{ss}q_{pp}\sigma^2=0.0384$ bohr$^2$, so $\rho_n\ge0$ and $\Delta\ge0$; this is a choice made for the model and not a general property of ultrasoft augmentation functions (part (c)). The generalized eigenproblem is diagonalized in 49 plane waves; a gap of 1.13 Ha separates the top of the second band from the bottom of the third. The gauge is L\"owdin projection, $U=B(B^\dagger B)^{-1/2}$ with $B_{mn}=\langle\psi^0_{mk}|S|g_n\rangle$ and normalized Gaussian trial orbitals of width 0.7 bohr on the two wells; the smallest singular value of $B$ (states normalized per cell) is 0.99. Real operators and trial orbitals give $\psi_{n,-k}=\psi_{nk}^*$, so $w$ and $p$ are real. Moments come from quadrature of $w_{n0}$ on 64 points per cell with $N=32$. Six decimals are kept to resolve the small terms.

The home-cell projections are $(p_s,p_p)=(0.762989,0.016547)$ for $w_1$ and $(-0.010488,0.085725)$ for $w_2$. For $w_1$ the home cell holds $0.6(0.762989)^2+0.4(0.016547)^2=0.349401$ of the augmentation charge 0.349409, which completes the bare norm 0.650591 to 1. The home-cell term of Eq.~(\ref{bare}) gives $\langle w_{10}|w_{20}\rangle\approx0.004801-0.000567=0.004234$ against the full 0.004252, and between cells $\langle w_{10}|w_{2,-1}\rangle=0.001733$.

Equations (\ref{m1}) and (\ref{m2}) for $w_1$, term by term, are
\begin{align*}
\textstyle\int x\rho_1&=1.007136+0.524121+0.003788=1.535045\ \text{bohr},\\
\textstyle\int x^2\rho_1&=1.812847+0.786486+0.011388+0.055942=2.666663\ \text{bohr}^2,
\end{align*}
where the home-cell part of the dipole term, $2dp_sp_p=0.3(0.762989)(0.016547)=0.003788$, equals the full sum over cells to six decimals. The spread is $2.666663-1.535045^2=0.31030$ bohr$^2$ ($0.0869$ \AA$^2$, centre $0.8123$ \AA). For $w_2$ the centre is $3.953867+0.005012-0.000257=3.958622$ bohr ($2.0948$ \AA) and the spread $0.35197$ bohr$^2$ ($0.0986$ \AA$^2$). Equation~(\ref{berry}), with the $k$-derivative taken by central differences of step $10^{-4}$ bohr$^{-1}$ at each of 32 mesh points, gives real parts $1.536453-0.005197+0.003788$ for $w_1$, the same centre up to rounding; the first term alone is 0.0014 bohr too large.

The MV values from Eq.~(\ref{M}), with $b=2\pi/Na$, are in bohr and bohr$^2$:
\begin{center}
\begin{tabular}{rccccc}
$N$&$\bar x_1$&$\bar x_2$&$\Omega_1$&$\Omega_2$&$\Omega_I$\\
8&1.534762&3.958879&0.308836&0.350372&0.658478\\
16&1.534974&3.958687&0.309933&0.351568&0.661169\\
32&1.535027&3.958639&0.310209&0.351868&0.661846\\
128&1.535044&3.958623&0.310295&0.351962&0.662058\\
moments&1.535045&3.958622&0.310301&0.351968&0.662072
\end{tabular}
\end{center}
The deficit of $\Omega_1$ against the moment is 0.001465 at $N=8$ (0.47\% of the spread) and 0.000368 at $N=16$, a ratio of 3.98; between $N=64$ and 128 the ratio is 4.000 in each column. The extrapolation $(4f_{128}-f_{64})/3$, used for all limits below, reproduces the last row. For the linear form at $N=128$ the error in $\langle x^2\rangle$ divided by $b^2$ is 0.9406 and 23.164 bohr$^4$, against $\langle x^4\rangle/12=0.9406$ and 23.165. A shift by two cells at $N=32$ moves $\bar x_1$ to 13.535027 bohr and leaves both spreads.

Point augmentation gives $\bar x_1=1.531257=1.535045-0.003788$ and $\Omega_1=2.666663-0.011388-0.055942-1.531257^2=0.254585$ bohr$^2$, which is 18\% below the spread of $\rho_1$.

Here $\Omega=0.662269$ exceeds $\Omega_I$ by 0.000197 bohr$^2$, so minimization can lower the projection-gauge value by no more than that. Summing $|M_{mn}|^2$ over all 49 bands gives $\Delta=0.027526$ bohr$^2$, and the interband part is $0.662072-0.027526=0.634546$. Widening $Q$ to $\sigma=0.6$ bohr gives $\delta s_{ss}=0.12$, $\delta s_{pp}=0.24$ bohr$^2$. The centres stay, $\Omega_1$ rises by 0.069928 bohr$^2$ (home cell: $0.069858+0.000066$), or 23\% of its value, and $\Omega_2$ by 0.001815. The total, 0.071743, is also the rise of $\Omega_I$, of $\Delta$ (to 0.099269), and of $\Omega$ in the rotated gauge $w_1'=w_1\cos\theta+w_2\sin\theta$, $w_2'=-w_1\sin\theta+w_2\cos\theta$ with $\theta=0.5$ rad, where $\Omega$ starts from 2.7206 bohr$^2$.
